Rolling over a step on a two-dimensional Lennard-Jones crystal

**Result**

An adatom on a triangular Lennard-Jones crystal meets an extra barrier when it rolls over the end atom of a monatomic step. Let B be the energy of the crystal with the adatom, minus the energy of the same relaxed crystal without it. The Ehrlich-Schwoebel excess is

ΔE = B(step saddle) − B(terrace saddle) = 0.434 ε,

where ε is the depth of the pair potential. This is the value for the patch described below; much larger patches give 0.435 ε. With ε = 0.20 eV this is 0.087 eV, on top of a terrace hopping barrier of about 0.13 eV. The scheme finds the path with a climbing elastic band, refines the saddle with the Hessian, and subtracts energies that share one reference.

**Model and crystal**

Atoms move classically in a plane, and every pair at distance r has energy

V(r) = ε[(r0/r)¹² − 2(r0/r)⁶].

Its minimum is −ε at r = r0. No cutoff is applied. The example takes r0 = 0.28 nm, an atomic mass of 100 u and T = 300 K.

Let S_k be the sum of (distance/a)^(−k) from one atom of the infinite lattice to all others, where a is the lattice constant. Each pair is shared by two atoms, so with q = (r0/a)⁶ the energy per atom is

e(q) = (ε/2)(S₁₂q² − 2S₆q).

Setting de/dq = ε(S₁₂q − S₆) to zero gives q = S₆/S₁₂, hence

a = r0(S₁₂/S₆)^(1/6),  e = −εS₆²/(2S₁₂).

Evaluating the sums gives a = 0.2773 nm and a cohesive energy of 0.676 eV per atom. Attraction from distant atoms makes a slightly smaller than r0.

The stepped patch has seven rows and extends 9a to either side of the edge atom, which sits at the origin. Its top row ends there. The 49 atoms within 5.2a of the origin move; the other 72 stay at ideal lattice sites. A flat patch of the same dimensions supplies the terrace values.

**Which energy difference is the excess**

The site beside the edge differs from a terrace site, because it lacks neighbours beyond the step. Define

δ = B(edge site) − B(terrace site).

Adding and subtracting site energies gives

ΔE = (local step barrier − terrace barrier) + δ.

The computed values are 0.2007 − 0.1306 + 0.0167 = 0.0868 eV. Dropping δ would give 0.0701 eV, which is 19% too low relative to ΔE.

Saddle heights matter because site energies cancel from the crossing probability. Number the sites i = 1…m from the inside outward, with energies U_i. Site 0 absorbs the adatom, and state m+1 is the lower terrace. Let T_i be the saddle energy between i−1 and i. With one common prefactor ν, the hopping rates from site i are

outward: ν exp[−(T_(i+1) − U_i)/kT],
inward: ν exp[−(T_i − U_i)/kT].

Let P_i be the probability of descending before absorption at site 0. Conditioning on the next hop makes P_i the rate-weighted mean of P_(i+1) and P_(i−1). The common factor ν exp(U_i/kT) cancels, leaving

(P_(i+1) − P_i)/R_(i+1) = (P_i − P_(i−1))/R_i,  R_i = exp(T_i/kT).

Both sides therefore equal a constant C, independent of i. Since P_0 = 0 and P_(m+1) = 1, summing the increments C·R_i gives

P_m = (R_1 + … + R_m)/(R_1 + … + R_(m+1)).

A common shift of all T_i changes nothing, so energies may be measured from the terrace saddle. If all inner saddles equal it, then

P_m = m/[m + exp(ΔE/kT)].

This tends to m/(m+1) as ΔE → 0, and to m exp(−ΔE/kT) when the exponential far exceeds m.

**Derivatives**

Write d = x_i − x_j, u = d·d and s = (r0²/u)³. Then V = ε(s² − 2s) and ds/du = −3s/u. The chain rule gives

V′(u) = 6εs(1 − s)/u.

Differentiating once more,

V″(u) = 6ε[(1 − 2s)(−3s)/u² − (s − s²)/u²]
   = 6εs(7s − 4)/u².

Because ∇_i u = 2d, the pair contributes 2V′d to the gradient on atom i and the opposite vector on atom j. Its Hessian block is

K = 4V″ dd^T + 2V′ I.

K is added to the diagonal blocks ii and jj and subtracted from ij and ji. A frozen partner contributes only to the moving atom's gradient and diagonal block. At r = r0, s = 1 and V′ = 0, so the radial curvature is 4V″u = 72ε/r0².

**The band**

First relax the adatom in the hollow above the last two row atoms, and then in the site against the step on the lower terrace. These are the end images. A straight line between them passes about a/2 from the edge atom, where the pair repulsion is several thousand ε. Interpolate the adatom's angle and radius about the edge atom instead, and the other coordinates linearly.

For image p, let d₊ and d₋ be the vectors to the next image and from the previous one. Let t be the unit tangent and g the energy gradient. Ordinary images move with

F = −[g − (g·t)t] + κ(|d₊| − |d₋|)t.

The two terms are orthogonal, so F = 0 requires both to vanish. The gradient then lies along the path, which is the minimum-energy-path condition, and neighbouring spacings are equal. The highest image instead moves with

F = −g + 2(g·t)t.

Projecting F = 0 on t gives g·t = 0, and then g = 0. This image can therefore rest only at a stationary point. Near a saddle whose unstable mode lies along t, with curvature λ₁ < 0, a displacement z along that mode has g·t = λ₁z. The force is −λ₁z + 2λ₁z = λ₁z, which restores the image.

On a monotonic stretch, t points along the segment to the higher neighbour. At an extremum, d₊ and d₋ are mixed. The weights are the larger and smaller of the two absolute energy differences to the neighbours, and the larger weight goes to the segment leading to the higher neighbour.

```
relax bare crystals; relax start and end sites
path = arc interpolation, 13 images
v = 0; dt = 0.02; mix = 0.1
repeat:
    evaluate E and g for interior images
    build t and F; after 60 steps let top image climb
    after 80 steps, stop if largest |F component| < 0.01
    if F·v > 0:
        v = (1-mix)*v + mix*|v|*F/|F|
        after 5 such steps in a row:
            dt = min(1.1*dt, 0.05); mix = 0.99*mix
    else:
        v = 0; dt = max(dt/2, 0.005); mix = 0.1
    v = v + dt*F
    path = path + clip(dt*v, -0.05, 0.05)

x = highest image
repeat until largest |g component| < 1e-9:
    H = sum_i lambda_i e_i e_i^T   (lambda_1 lowest)
    c_i = max(|lambda_i|, 0.01); c_1 = -c_1
    step = -sum_i e_i (e_i·g)/c_i
    shorten step to length 0.1 if longer
    x = x + step
require exactly one negative lambda
excess = B(x) - B(terrace saddle)
```

The pseudocode uses ε, r0 and unit mass as units, with κ = 5ε/r0². When λ₁ < 0, the other λ_i > 0 and neither the curvature limit nor the length limit acts, the refinement is a Newton step. Further from the saddle, the sign choice makes it climb along one mode and descend along the rest.

On the terrace, reflection symmetry allows a shorter route: hold the adatom's x above a row atom and relax everything else. A full search started off centre reaches the same saddle.

**Cost and stability**

With M moving atoms, A atoms in all and P images, one band iteration takes (P − 2)MA pair evaluations. Here M = 50 and A = 122 including the adatom, so eleven interior images need about 67,000. The Hessian stores 4M² numbers, and its diagonalization scales as M³. It is needed only after the band has brought the search near a saddle.

The time step is limited by the stiffest lattice vibration. For one mode of frequency ω, the update is

z_(n+1) − 2z_n + z_(n−1) = −(ω dt)² z_n,

which remains bounded for ω dt < 2. Estimate ω from nearest-neighbour springs of stiffness K_s. In a zone-boundary mode, two of the three bond directions join atoms moving in antiphase. The force matrix is 4K_s(n₁n₁^T + n₂n₂^T), with 60° between n₁ and n₂. Its larger eigenvalue is 4K_s(1 + cos 60°) = 6K_s. At r = a, V has radial curvature K_s ≈ 88ε/r0², so ω² ≈ 530 and dt must stay below about 0.087. The cap of 0.05 leaves a margin. Mixing and resetting the velocity alter the linear recurrence, so this is a guide rather than a proof for the whole band.

**The path found**

Selected images are listed below, with energies measured from the upper edge site.

```
image   x (nm)   y (nm)   energy (eV)
  0     -0.140    0.243     0.000
  3     -0.017    0.272     0.158
  6      0.116    0.253     0.201
  9      0.232    0.148     0.143
 12      0.280    0.002    -0.223
```

The refined saddle has the adatom at (0.118, 0.252) nm. Two separate calculations support it.

The first integrates steepest descent, dx/dt = −∇E, from small displacements to either side of the saddle. Energy falls along this flow because dE/dt = −|∇E|². An implicit integrator handles the mixture of stiff and soft modes. The flow reaches both end sites, and the adatom positions in the band lie within 0.007 nm of its track.

The second uses neither band nor Hessian. Hold the adatom's x, relax all other coordinates q, and call the resulting energy W(x). Since ∂E/∂q = 0, dW/dx = ∂E/∂x, so a stationary point of W is one of E. Its curvature is

W″ = E_xx − E_xq E_qq⁻¹ E_qx.

If E_qq is positive definite and W″ < 0, the full Hessian has one negative eigenvalue. Maximizing W for x between 0 and 0.75a again gives ΔE = 0.0868 eV.

**Why the excess is positive**

At both saddles the adatom has one close contact. The difference lies mainly in atoms further away. Splitting ΔE into the adatom's close-contact energy, its energy with all other atoms, and the cost of distorting the crystal gives

−0.0035 + 0.0964 − 0.0062 ≈ 0.087 eV.

A rigid estimate with a = r0 shows the origin of the large term. On top of a terrace atom, two row neighbours lie at √2 r0 and contribute 2V(√2 r0) = −0.469ε. Midway round the edge atom, its nearest neighbours on either side lie at √3 r0 and contribute 2V(√3 r0) = −0.145ε. The loss is 0.32ε, or 0.065 eV. More distant atoms and the relaxed geometry supply the rest.

A shorter-ranged potential, ε[(r0/r)²⁴ − 2(r0/r)¹²], separates range from bond strength. With ε, r0 and the patch dimensions in lattice constants held fixed, and the lattice constant recomputed, ΔE drops to 0.012 eV. In the limit of a rigid lattice with contact bonds only, both saddle energies are −ε and the excess vanishes. The rolling barrier then becomes a flat ridge without an isolated saddle.

**Reading the numbers at 300 K**

Here kT = 0.0259 eV and exp(−ΔE/kT) = 0.035. Consider an adatom at the edge with an absorbing site ten hops inward. The saddle nearest the edge on the upper terrace lies 0.0048 eV above the terrace value, so its R is 1.20. The next saddle inward is only about 0.001 eV above the terrace value, and the difference shrinks further in, so take R = 1 for the other nine. The step has R = 1/0.0349 = 28.7. Therefore

P = (9 + 1.20)/(9 + 1.20 + 28.7) = 0.26.

With equal saddles it would be 10/11 = 0.91. Doubling T to 600 K while holding the static barriers fixed takes the square root of each R: P = (9 + 1.10)/(9 + 1.10 + 5.36) = 0.65.

Exchange is a competing route: the adatom enters the row while the edge atom moves out to the lower site. A second band, started from that concerted motion, gives a saddle 0.173 eV above the terrace saddle. Its descent path joins the two end states directly. Rolling is therefore the cheaper of these two routes by 0.086 eV. Other collective routes were not searched.

Several corrections are small. A patch of nine rows, half-width 12a and moving radius 7a changes ΔE by 0.0001 eV. One of twelve rows, half-width 16a and moving radius 8a raises it by about 0.00025 eV, and one of twenty rows, half-width 28a and moving radius 13.2a by 0.0003 eV, to 0.0871 eV (0.435 ε). The last digit of 0.0868 eV (and of 0.434 ε) thus depends on the patch, while the rounded 0.087 eV does not. In the harmonic approximation, the products of stable vibration frequencies give a step-to-terrace prefactor ratio of 1.03. This ratio depends slightly on the patch: it is 1.023 for the twelve-row patch and 1.026 for the twenty-row one, but about 1.01 with ten rows, half-width 14a and moving radius 8a, where the moving region reaches the bottom row. The unstable frequency ω_b at the step gives a tunnelling crossover temperature ħω_b/(2πk) of 2 K. The leading correction factor, 1 + (ħω_b/kT)²/24, differs from one by less than 10⁻⁴ at 300 K.

**Relation to real metal surfaces**

The parameters imitate homoepitaxy on close-packed metal surfaces only roughly. There, terrace barriers and step excesses are commonly of order 0.1 eV, with wide variation between metals and step types. The cohesive energy of 0.68 eV is far below the several eV typical of such metals, so this pair model cannot fit cohesion and diffusion together.

Metallic bonds also weaken as coordination grows. For a rough estimate, give each atom a bond energy −c√Z, where Z is its number of contacts, and set c√6 = 0.676 eV. The adatom raises Z from 3 to 4 for the edge atom and from 4 to 5 for a terrace atom. The excess shifts by

−c[(√4 − √3) − (√5 − √4)] = −0.009 eV,

about 10% of ΔE. At this model's energy scale, interaction range matters more: the shorter-ranged potential cuts the excess by a factor of about seven. The bond-weakening shift grows in proportion to the cohesive energy, however, and would be −0.05 eV at 4 eV per atom, so it cannot be called small for a real metal. A real step is also a line with kinks, where an adatom can choose its crossing point and exchange may be cheaper than rolling. The value 0.087 eV therefore belongs to this model and is not a prediction for a metal.

**Failure modes**

- **Wrong reference.** Subtracting local barriers without δ mixes site energy with saddle height.
- **Overlapping initial images.** Very large repulsive forces make the first moves depend on the step limit. Arc interpolation avoids the overlap for rolling.
- **Several maxima.** One climbing image locates one saddle. If descent from it ends in an intermediate minimum, each section needs its own band.
- **Dragging past a turn.** Holding x works only while the relaxed adatom stays on the ridge. Here it drops abruptly towards the lower site between x = 0.75a and 0.80a, although the steepest-descent path there is still inclined by about 40° to the y axis. Restrict the scan to the ridge.
- **Flat ridge.** With very short-ranged forces λ₁ approaches zero, and the computed saddle position becomes sensitive to small errors although its energy remains usable.
- **Low barriers.** The hopping formula assumes equilibration between hops. The terrace barrier is 5kT at 300 K but only 2.5kT at 600 K, so the 600 K probability above is merely indicative. As this ratio falls, multiple hops and recrossings need dynamics.
